# A Relabelling-Invariant Methyl Torsion from the Third Harmonic

## Definitions and conventions

A methyl carbon C is bonded to a main-group centre M. A second atom R, also bonded to M, serves as the reference and keeps its label throughout. It must not lie on the line through M and C. The dihedral angle R–M–C–H$_k$ is $\phi_k$, with $k=1,2,3$, counted positive for a right-handed rotation about the direction from M to C. Define

$$z=\frac13\sum_{k=1}^{3}e^{3i\phi_k},\qquad \theta=\frac13\arg z ,\qquad -\pi<\arg z\le\pi .$$

Exchanging hydrogens only reorders the sum, so $z$ is the same for all six labellings. Since $\arg z$ is defined modulo $2\pi$, $\theta$ is defined modulo $2\pi/3$, or 120°.

This ambiguity cannot be removed for a single structure. Turning an ideal methyl group by 120° restores the same set of atomic positions, so any single-valued, label-independent function must return to its starting value. A torsion that counts turns belongs to a path. For frames $n=0,1,2,\dots$ it is

$$\theta_{n+1}=\theta_n+\frac13\arg\!\left(z_{n+1}z_n^*\right). \tag{1}$$

Formulas are in atomic units ($\hbar=1$), with temperature entering as the energy $kT$. Numerical values use eV and angstrom, with times in fs or ps and angles mostly in degrees.

## From coordinates to phasors

The angles themselves are not needed to form $z$. Let $\mathbf u$ be the unit vector from M to C. Let $\mathbf p$ and $\mathbf q_k$ be the parts of $\mathbf r_R-\mathbf r_M$ and $\mathbf r_{H_k}-\mathbf r_C$ perpendicular to $\mathbf u$. With $\mathbf e_1=\mathbf p/|\mathbf p|$ and $\mathbf e_2=\mathbf u\times\mathbf e_1$, the sign convention means

$$\mathbf q_k=|\mathbf q_k|(\cos\phi_k\,\mathbf e_1+\sin\phi_k\,\mathbf e_2).$$

Because $\mathbf e_1\times\mathbf e_2=\mathbf u$, the two products are $\mathbf p\cdot\mathbf q_k=|\mathbf p||\mathbf q_k|\cos\phi_k$ and $\mathbf u\cdot(\mathbf p\times\mathbf q_k)=|\mathbf p||\mathbf q_k|\sin\phi_k$. Hence

$$e^{i\phi_k}=\frac{\mathbf p\cdot\mathbf q_k+i\,\mathbf u\cdot(\mathbf p\times\mathbf q_k)}{|\mathbf p||\mathbf q_k|}. \tag{2}$$

Translation and rigid rotation of the molecule leave these products unchanged. The expression fails if $\mathbf p=0$ or $\mathbf q_k=0$, where the dihedral itself is undefined.

The algorithm for each frame is then:

1. Form the three phasors from (2), cube them and average to obtain $z$.
2. In the first frame, set $\theta_0=\arg(z_0)/3$.
3. In each later frame, add the increment in (1) and store $|z|$ as a measure of distortion.

## Why the third harmonic

For an ideal methyl group $\phi_k=\theta+2\pi k/3$. The average of the $n$th harmonic is

$$\frac13\sum_k e^{in\phi_k}=e^{in\theta}\,\frac13\sum_k e^{2\pi ink/3}.$$

If $n$ is a multiple of 3, every term in the last sum is 1 and the average is $e^{in\theta}$. Otherwise the terms are the three cube roots of unity, whose sum is zero. The first harmonic therefore carries no torsional information for an ideal group, and $n=3$ is the lowest positive harmonic that does.

The sixth harmonic also survives, but its phase fixes $\theta$ only modulo 60°. That would halve the largest rotation that can be followed between frames.

## Error caused by distortion

Vibrations disturb the 120° pattern. Write

$$\phi_k=\theta_m+\frac{2\pi k}{3}+\delta_k,\qquad \sum_k\delta_k=0,$$

where $\theta_m$ is the mean torsion of labelled hydrogens. Since $e^{2\pi ik}=1$,

$$z=e^{3i\theta_m}A,\qquad A=\frac13\sum_k e^{3i\delta_k}.$$

Let $\mu_j=\frac13\sum_k\delta_k^j$. Because $\mu_1=0$, the exponential series gives

$$A=1-\frac92\mu_2-\frac{9i}{2}\mu_3+O(\delta^4).$$

The fourth-order term is real, so the next imaginary term is of fifth order. The real part is $1+O(\delta^2)$. Thus $\arg A=-\frac92\mu_3+O(\delta^5)$.

The zero sum simplifies $\mu_3$. Substituting $\delta_3=-(\delta_1+\delta_2)$,

$$\delta_1^3+\delta_2^3+\delta_3^3=-3\delta_1\delta_2(\delta_1+\delta_2)=3\delta_1\delta_2\delta_3 ,$$

so $\mu_3=\delta_1\delta_2\delta_3$. For small distortions, on the branch nearest $\theta_m$,

$$\theta-\theta_m=-\frac32\delta_1\delta_2\delta_3+O(\delta^5),\qquad |z|=1-\frac92\mu_2+O(\delta^4). \tag{3}$$

The torsion is unaffected at first and second order, whereas $|z|$ responds at second order. This makes $|z|$ a useful warning of distortion.

## Where the phase is lost

The phase is undefined when $z=0$. If three unit complex numbers satisfy $a+b+c=0$, then $|a+b|=|c|=1$. Since $|a+b|^2=2+2\cos\gamma$, where $\gamma$ is the angle between $a$ and $b$, we have $\cos\gamma=-\frac12$. The same holds for each pair, so the phasors are 120° apart.

Place the three values $3\delta_k$ in increasing order on the real line. At a zero, neighbouring values differ by at least 120°, and the outer two by at least 240°. Therefore

$$\delta_{\max}-\delta_{\min}<80^\circ\quad\Longrightarrow\quad z\ne0. \tag{4}$$

The bound is sharp, because $\delta=(40^\circ,-40^\circ,0)$ gives $z=0$.

Inside region (4), every distortion can be scaled continuously to zero without meeting a zero of $z$. The phase of $A$ is then a single-valued function of the distortion, and a vibration that returns to its starting shape leaves no residual torsion.

Outside the region this can fail. Near the zero just given, put $\delta=(40^\circ,-40^\circ,0)+\epsilon$ with $\epsilon_3=-\epsilon_1-\epsilon_2$. To first order, with $\epsilon$ in radians,

$$A\simeq i\left[(e^{2\pi i/3}-1)\epsilon_1+(e^{-2\pi i/3}-1)\epsilon_2\right].$$

The two complex coefficients are $-\frac32\pm i\frac{\sqrt3}{2}$. They are not parallel, so a small loop around the zero in the distortion plane becomes a loop around the origin in the complex plane. The phase of $z$ changes by ±360° and $\theta$ by ±120°, although every hydrogen has returned to its starting position. Finer sampling does not cure this slip, which is a property of the coordinate.

There is a related coordinate without such zeros:

$$\theta_m=\frac13\arg\prod_k e^{i\phi_k}\pmod{2\pi/3}. \tag{5}$$

The product is independent of labelling and has unit modulus. The ideal offsets add to a multiple of $2\pi$, so its phase is $3\theta_m$. If torsional displacement alone is wanted and large distortions occur, (5) is the safer choice. It must still change by less than 60° between frames. The averaged third harmonic supplies $|z|$ as well. The two torsions differ by at most 3.3° when the spread $\delta_{\max}-\delta_{\min}$ is 40°, but by up to 20° when it is 60°.

## Gradient and amplification of errors

A force derived from a potential $U(\theta)$ with a period of 120° requires the gradient of $\theta$. Differentiating $\ln z=\ln|z|+3i\theta$ gives $d\theta=\frac13\operatorname{Im}(dz/z)$. Also $dz=i\sum_k e^{3i\phi_k}d\phi_k$, since the factor 3 from differentiation cancels the $1/3$ in the average. Using $z=|z|e^{3i\theta}$,

$$d\theta=\sum_k w_k\,d\phi_k,\qquad w_k=\frac{\cos[3(\phi_k-\theta)]}{3|z|}. \tag{6}$$

The numerators add to $\operatorname{Re}(3ze^{-3i\theta})=3|z|$, hence $\sum_kw_k=1$. A common rotation of the hydrogens changes $\theta$ by the same angle.

Independent small errors of standard deviation $\sigma$ in the $\phi_k$ produce, to first order,

$$\sigma_\theta=\sigma\Big(\sum_kw_k^2\Big)^{1/2}\le\frac{\sigma}{\sqrt3\,|z|}.$$

For an ideal methyl group each weight is $1/3$ and $\sigma_\theta=\sigma/\sqrt3$. Near a zero the three cosines belong to angles about 120° apart and cannot all be small. At least one weight then grows as $1/|z|$, and a biasing force can become large.

## Error caused by sampling

Let $\Delta$ be the true change of continuously followed $\theta$ between two frames. The phase of $z_{n+1}z_n^*$ equals $3\Delta$ modulo $2\pi$. Its principal value is $3\Delta$ itself when

$$|\Delta|<\frac{\pi}{3}=60^\circ . \tag{7}$$

A larger change is read with an error that is a nonzero multiple of 120°; at exactly 60° the direction is ambiguous. Changing labels between frames has no effect, because neither $z$ changes.

The increments telescope modulo 120°. A small error in an intermediate frame therefore cancels from the final torsion unless it pushes an increment across the limit. One misread increment shifts all later values.

The required frame interval can be estimated from thermal rotation. Treat the methyl group and the rest of the molecule as coaxial rotors with moments of inertia $I_1$ and $I_2$. Their independent thermal spins have variances $kT/I_1$ and $kT/I_2$, so the relative spin has variance

$$s^2=kT\left(\frac1{I_1}+\frac1{I_2}\right)=\frac{kT}{I},\qquad I=\frac{I_1I_2}{I_1+I_2}.$$

For free rotation during an interval $\tau$, the fraction of misread steps is the probability that a Gaussian variable of standard deviation $s\tau$ exceeds $\pi/3$ in magnitude:

$$P=\operatorname{erfc}\!\left(\frac{\pi}{3\sqrt2\,s\tau}\right). \tag{8}$$

This estimate omits torque during the interval and changes of $\theta$ caused by distortion.

## Example: a silicon carbide precursor

Methyltrichlorosilane, CH$_3$SiCl$_3$, is a precursor for silicon carbide deposition. Here M is silicon and R is one labelled chlorine. The model has Si–C, Si–Cl and C–H bond lengths of 1.86, 2.02 and 1.09 angstrom. The Cl and H bonds make angles of 110° with the Si–C bond. These values set the rest lengths of the springs described next; the added H···Cl repulsion opens both angles to about 112° in the relaxed structure.

Harmonic springs act along bonds and between atoms bonded to a common neighbour. An exponential H···Cl repulsion, with decay length 0.30 angstrom, is scaled to give a rigid rotational barrier of 0.080 eV. If the other coordinates relax during the rotation, the barrier falls to about 0.048 eV. The parameters are illustrative, and the methyl bending motions are softer than in the real molecule.

Newton's equations were integrated for 10 ps by the velocity Verlet method with a time step of 0.25 fs. The relaxed structure received random velocities drawn at twice 1000 K, since the initial vibrational potential energy was zero. Angular momentum is conserved, so overall rotation keeps its initial energy and stays near 2100 K, and the mean kinetic temperature is about 1100 K. The methyl spin was then set to 0.03 rad/fs to carry it over the barrier. This is one constant-energy trajectory, not a thermal average. Its total energy departed from the initial value by at most 0.0014 eV, compared with $kT=0.0862$ eV at 1000 K.

### One distorted frame

Among frames stored every 10 fs, the smallest $|z|$ occurs at 5240 fs. The dihedrals are 174.64°, −92.71° and 86.20°. Tripling them and removing full turns gives 163.92°, 81.87° and 258.60°. Thus

$$\operatorname{Re}z=\frac{-0.961+0.141-0.198}{3}=-0.339,$$

$$\operatorname{Im}z=\frac{0.277+0.990-0.980}{3}=0.096.$$

The modulus is 0.352 and the phase is 164.27°, so $\theta=54.76^\circ$. Formula (5) gives $(174.64^\circ-92.71^\circ+86.20^\circ)/3=56.04^\circ$. The two torsions differ by −1.29°.

The distortions are −1.40°, −28.75° and 30.16°, roughly three quarters of the distortion (0, −40°, 40°) that produces a zero. Their leading correction in (3), evaluated in radians, is $-\frac32(-0.0244)(-0.502)(0.526)=-0.0097$, or −0.55°. It has the correct sign but less than half the actual size. The quadratic estimate of $|z|$ is 0.21 instead of 0.352. This frame lies outside the range where the leading terms are accurate.

The weights are 0.946, 0.125 and −0.072. The first hydrogen dominates the gradient, and moving the third forward slightly reduces $\theta$. The error factor is $(0.946^2+0.125^2+0.072^2)^{1/2}=0.96$, compared with 0.58 for an ideal methyl group.

### Recovering the rotation

For reference, each labelled hydrogen was followed at every time step. Their mean torsion advanced by 13.1385 turns. The hydrogens were then randomly relabelled in every stored frame, and (1) was applied at four frame intervals:

| Interval (fs) | Largest true step | Recovered turns |
|---:|---:|---:|
| 10 | 30.4° | 13.138 |
| 20 | 48.6° | 13.138 |
| 40 | 87.2° | 0.805 |
| 80 | 155.3° | −0.529 |

The true steps refer to $\theta$ followed at every time step. The first two intervals satisfy (7) and recover the motion. The last two do not. At 40 fs the final error is 4440°, or 37 multiples of 120°; at 80 fs it is 4920°, or 41 multiples. The initial spin alone would give $0.03\times40=1.2$ rad in 40 fs, about 69° and already beyond the limit.

Unwrapping the three relabelled dihedrals separately at 10 fs and then averaging gives 16.805 turns. The excess of 3.667 turns is 11 multiples of 120°. Here the sampling is adequate, but relabelling has been mistaken for motion.

The largest difference between continuously followed $\theta$ and the labelled mean is 6.3°, after their common 120° branch is chosen. The largest spread of the distortions is 60.5°, below the 80° limit, so this trajectory contains no slip of the kind found above. The smallest $|z|$ at any time step is 0.325.

These numbers describe one run, not converged properties of the model. The motion is sensitive to its start: tiny changes in the initial structure gave from about 5 to 15 turns, and runs with half the time step gave 22, 32 and 47. In these runs the torsion changed by up to 57° within a 20 fs window, counting windows that begin between stored frames, and the spread of the distortions reached 74°. Both values are close to their limits.

### Choosing the frame interval

For the relaxed structure, the moments of inertia are 3.097 and 370.2 atomic mass units times angstrom squared. Their reduced value is $3.097\times370.2/373.3=3.071$ in the same unit. At 1000 K the rms relative spin of these rigid rotors is 0.01645 rad/fs. Formula (8) predicts a misread fraction of $2\times10^{-10}$ at 10 fs and 0.11 at 40 fs.

Requiring a spin five times the rms value to remain within 60° gives

$$\tau=\frac{\pi/3}{5\times0.01645}=12.7\ \text{fs}.$$

Vibrations raise the rms rate of $\theta$ by roughly 9–16% at the shapes met in different 10 ps runs, which shortens this interval to 11–12 fs. At the stored frames of this trajectory, the 20 fs interval succeeded with 11° to spare. That margin depends on where the frames fall and does not establish the interval as safe for longer runs. For the rigid rotors, the five-rms interval scales as $T^{-1/2}$: about 23 fs at 300 K and 11 fs at 1400 K. These intervals limit sampling errors from free rotation; they do not prevent slips around a zero.

## Relation to the real precursor

The temperature represents hot gas approaching a hotter deposition zone. At 100 Torr of hydrogen, a hard-sphere estimate with a rough collision diameter of 5 angstrom gives about 400 ps between collisions, much longer than the 10 ps trajectory. At 760 Torr and the same temperature this falls to about 53 ps. The model also assumes that the molecule stays intact, which fails once it reacts. Once the Si–C bond breaks or the methyl group loses a hydrogen, this torsion ceases to be defined, so no numerical correction can repair it.

Quantum vibration modestly widens the distortions. In the harmonic approximation, a normal mode of frequency $\omega$ has coordinate variance $(2\omega)^{-1}\coth(\omega/2kT)$, instead of the classical $kT/\omega^2$. Summing the contributions of the model's normal modes to $\delta_k$ gives rms values of 9.97° and 9.46°, respectively. The variance rises by 11%. By (3), the leading estimate of mean $|z|$ changes from 0.88 to 0.86. The trajectory's own rms distortion is 9.08°, a value that can change by almost 1° between runs of this length. These widths belong to the model. Its degenerate methyl deformation lies at 0.12 eV (about 970 cm$^{-1}$), whereas the real one is near 0.17 eV (about 1400 cm$^{-1}$). The model therefore exaggerates the thermal distortion and understates the relative quantum widening. Stiffening the H–H springs until this frequency is about right lowers the classical width to about 7° and raises the quantum increase in variance to about 20%. These remain model values: about half of the classical variance comes from the methyl rock near 0.083 eV (about 670 cm$^{-1}$), which this change hardly shifts.

For the torsion itself, the Hamiltonian

$$H=-\frac1{2I}\frac{d^2}{d\theta^2}+\frac{V_3}{2}(1+\cos3\theta),\qquad V_3=0.080\ \text{eV},$$

was diagonalized in plane waves. The lowest tunnelling splitting is $1.0\times10^{-7}$ eV, about a millionth of $kT$. It is sensitive to the barrier: the relaxed value of 0.048 eV would give about $1.7\times10^{-6}$ eV, still a tiny fraction of $kT$. For $V_3=0.080$ eV the quantum partition function is 0.9994 times the classical one. At 1000 K, the quantum correction to the torsional partition function is therefore small in this model. The sixfold term omitted from $H$ has 1.5% of the threefold amplitude in a rigid scan of the molecular model.

Numerical values quoted here were computed with a short program.
